# Why the elastic form factor fails for intermultiplet neutron lines: test program

```python
# Magnetic neutron scattering between multiplets of f^n (LS coupling, one radial function R).
# Definition, Q along z: M_pm = 2 sum_i exp(iQz)[s_pm -+ (i/Q)(d/dx +- i d/dy)],
#   I(Q) = (1/(2J+1)) sum (|M_+|^2 + |M_-|^2)/2,  jK = int R^2 j_K(Qr) r^2 dr.
# Under test: the rank-1 part of M is j0 (L+2S) + j2 (L-T), T = sum [s - 3 rhat (rhat.s)];
#   J->J amplitude g (j0 + C2 j2), J->J+1 amplitude <S> (j0 - c j2), closed c and C2;
#   ranks 1..7 add without interference; forbidden lines start as Q^4 or Q^8 and peak later.
# R: Nd3+ 4f, non-relativistic spherical exchange-only LDA. Q arguments are in 1/angstrom.
import numpy as np
from functools import lru_cache
from itertools import combinations
from math import factorial, sqrt, pi, log
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.linalg import eigh, expm
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import csr_matrix
from scipy.special import spherical_jn
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan, wigner_3j

a0 = const.physical_constants['Bohr radius'][0] * 1e10
# ---------------- radial self-consistent field (atomic units) ----------------
Z, h = 60, 0.01
r = np.exp(np.arange(log(1e-8), log(30.0), h))
w = h * r
occupation = {0: [2] * 5, 1: [6] * 4, 2: [10] * 2, 3: [3]}
alphas = {0: 0.08 * 2.0**np.arange(27), 1: 0.08 * 2.0**np.arange(22),
          2: 0.08 * 1.8**np.arange(22), 3: 0.08 * 1.8**np.arange(19)}
basis, overlap, kinetic = {}, {}, {}
for l, al in alphas.items():
    b = r**(l + 1) * np.exp(-np.outer(al, r * r))
    b /= np.sqrt((b * b) @ w)[:, None]
    t = (b * w) @ (b * (al[:, None] * (2 * l + 3) - 2 * np.outer(al**2, r * r))).T
    basis[l], overlap[l], kinetic[l] = b, (b * w) @ b.T, (t + t.T) / 2

def cumulative(f):
    d = np.gradient(f, h)
    return h * (np.cumsum(f) - f[0] / 2 - f / 2) - h * h / 12 * (d - d[0])

def hartree(n):
    outer = cumulative(n)
    return cumulative(n * r) / r + outer[-1] - outer

def exchange(n):
    return -np.cbrt(3 * n / (4 * pi**2 * r * r))

def solve(v):
    n, tkin = np.zeros_like(r), 0.0
    for l in range(4):
        e, c = eigh(kinetic[l] + (basis[l] * (w * v)) @ basis[l].T, overlap[l])
        for k, o in enumerate(occupation[l]):
            n += o * (c[:, k] @ basis[l])**2
            tkin += o * c[:, k] @ kinetic[l] @ c[:, k]
    return n, tkin, e[0], c[:, 0]

dens = solve(-(3 + 57 / (1 + 0.536 * r * Z**(1 / 3) / 0.8853)**2) / r)[0]
for _ in range(500):
    n_out, tkin, e4f, c4f = solve(-Z / r + hartree(dens) + exchange(dens))
    change = np.abs(n_out - dens) @ w
    if change < 1e-6:
        break
    dens = 0.75 * dens + 0.25 * n_out
assert change < 1e-6
virial = -(n_out * (-Z / r + hartree(n_out) / 2 + 0.75 * exchange(n_out))) @ w / tkin
assert abs(virial - 2) < 1e-4
keep = (r > 1e-3) & (r < 20)
R = (c4f @ basis[3] / r)[keep]
dR = (c4f @ (basis[3] * (3 / r - 2 * np.outer(alphas[3], r))) / r)[keep]
rr, ww = r[keep], w[keep]
r2 = (R * R * rr**4) @ ww * a0**2

@lru_cache(None)
def jK(Q):
    return {K: (R * R * rr**2 * spherical_jn(K, Q * a0 * rr)) @ ww for K in (0, 2, 4, 6)}

# ---------------- one-electron operators, index 2*(m+3)+spin ----------------
mu, wmu = leg.leggauss(120)
sn = np.sqrt(1 - mu * mu)
Th, dTh = {}, {}
for m in range(4):
    N = (-1)**m * sqrt(3.5 * factorial(3 - m) / factorial(3 + m))
    P = leg.Legendre.basis(3)
    p0, p1 = P.deriv(m)(mu), P.deriv(m + 1)(mu)
    Th[m], dTh[m] = N * sn**m * p0, N * (m * sn**(m - 1) * mu * p0 - sn**(m + 1) * p1)
    Th[-m], dTh[-m] = (-1)**m * Th[m], (-1)**m * dTh[m]
sp = np.array([[0., 1.], [0., 0.]]); sm = sp.T; sz = np.diag([.5, -.5]); I2 = np.eye(2); I7 = np.eye(7)
lp = np.diag([sqrt(12. - m * (m + 1)) for m in range(-3, 3)], -1); lz = np.diag(np.arange(-3., 4.))

def angular(f, dm):
    A = np.zeros((7, 7), complex)
    for m in range(-3, 4):
        if abs(m + dm) <= 3:
            A[m + dm + 3, m + 3] = (Th[m + dm] * f * Th[m]) @ wmu
    return A

t_plus = (np.kron(I7 - 1.5 * angular(sn**2, 0), sp) - 3 * np.kron(angular(sn * mu, 1), sz)
          - 1.5 * np.kron(angular(sn**2, 2), sm))

@lru_cache(None)
def M_definition(Q):
    q = Q * a0
    E = np.exp(1j * q * np.outer(rr, mu))
    F0, F1, F2 = (ww * R * R * rr**2) @ E, (ww * R * dR * rr**2) @ E, (ww * R * R * rr) @ E
    out = []
    for s, spin in ((1, sp), (-1, sm)):
        D = angular(sn * F1, s)
        for m in range(-3, 4):
            if abs(m + s) <= 3:
                D[m + s + 3, m + 3] += (Th[m + s] * F2 * (mu * dTh[m] - s * m * Th[m] / sn)) @ wmu
        out.append(2 * (np.kron(angular(F0, 0), spin) - s * 1j / q * np.kron(D, I2)))
    return out

@lru_cache(None)
def cg(*a):
    return float(clebsch_gordan(*[Rational(int(round(2 * x)), 2) for x in (a[0], a[2], a[4], a[1], a[3], a[5])]))

@lru_cache(None)
def Ctensor(K, q):
    A = np.zeros((7, 7))
    for m in range(-3, 4):
        if abs(m + q) <= 3:
            A[m + q + 3, m + 3] = float((-1)**abs(m + q) * 7 * wigner_3j(3, K, 3, 0, 0, 0)
                                        * wigner_3j(3, K, 3, -(m + q), q, m))
    return A

s_sph = {1: -sp / sqrt(2), 0: sz, -1: sm / sqrt(2)}
l_sph = {1: -lp / sqrt(2), 0: lz, -1: lp.T / sqrt(2)}

@lru_cache(None)
def coupled(K, Kp, kind):
    terms = [(cg(K, 1 - q, 1, q, Kp, 1), Ctensor(K, 1 - q), q) for q in (-1, 0, 1) if abs(1 - q) <= K]
    if kind == 's':
        return sum(a * np.kron(C, s_sph[q]) for a, C, q in terms)
    return sum(a * np.kron(C @ l_sph[q], I2) for a, C, q in terms)

def M_multipole(Q):
    j = jK(Q)
    rank = {Kp: np.zeros((14, 14)) for Kp in range(1, 8)}
    for K in (0, 2, 4, 6):
        for Kp in range(max(1, K - 1), K + 2):
            rank[Kp] = rank[Kp] - 2 * sqrt(2) * (-1)**(K // 2) * (2 * K + 1) * j[K] \
                * cg(K, 0, 1, 1, Kp, 1) * coupled(K, Kp, 's')
    for n in (1, 3, 5):
        rank[n] = rank[n] - 2 * (-1)**((n - 1) // 2) * sqrt((2 * n - 1) / (n + 1)) \
            * (j[n - 1] + j[n + 1]) * coupled(n - 1, n, 'l')
    return rank

Lp1, Sp1 = np.kron(lp, I2), np.kron(I7, sp)
for Q in (0.5, 4.0, 10.0, 20.0):
    j, rank = jK(Q), M_multipole(Q)
    assert np.abs(M_definition(Q)[0] - sum(rank.values())).max() < 1e-8
    assert np.abs(rank[1] - j[0] * (Lp1 + 2 * Sp1) - j[2] * (Lp1 - t_plus)).max() < 1e-10

# ---------------- many-electron states ----------------
class Shell:
    def __init__(self, n):
        dets = list(combinations(range(14), n))
        index = {d: i for i, d in enumerate(dets)}
        rec = []
        for col, d in enumerate(dets):
            for pos, q in enumerate(d):
                rest = d[:pos] + d[pos + 1:]
                for p in range(14):
                    if p not in rest:
                        rec.append((index[tuple(sorted(rest + (p,)))], col, p, q,
                                    (-1)**(pos + sum(x < p for x in rest))))
        self.row, self.col, self.p, self.q, self.sign = np.array(rec).T
        self.dim = len(dets)
        Lp, Lz, Sp, Sz = [self.op(o).toarray() for o in (Lp1, np.kron(lz, I2), Sp1, np.kron(I7, sz))]
        sq = lambda P, z: P.T @ P + z @ z + z
        self.Jp, self.Jz = Lp + Sp, Lz + Sz
        self.L2, self.S2, self.J2 = sq(Lp, Lz), sq(Sp, Sz), sq(self.Jp, self.Jz)
    def op(self, o):
        return csr_matrix((o[self.p, self.q] * self.sign, (self.row, self.col)), shape=(self.dim,) * 2)
    def null(self, pairs):
        A = sum(np.linalg.matrix_power(O - v * np.eye(self.dim), 2) for O, v in pairs)
        e, V = eigh(A)
        return V[:, e < 1e-6]
    def multiplet(self, L, S, J):
        V = self.null([(self.L2, L * (L + 1)), (self.S2, S * (S + 1)), (self.J2, J * (J + 1)), (self.Jz, J)])
        assert V.shape[1] == 1
        cols = [V[:, 0]]
        for _ in range(int(round(2 * J))):
            v = self.Jp.T @ cols[-1]
            cols.append(v / np.linalg.norm(v))
        return np.array(cols).T
    def block(self, o, Vi, Vf):
        return Vf.T @ (self.op(o) @ Vi)
    def intensity(self, Q, Vi, Vf):
        return sum(np.sum(np.abs(self.block(o, Vi, Vf))**2) for o in M_definition(Q)) / (2 * Vi.shape[1])

def rank_amplitude(A, K):
    Jf, Ji = (A.shape[0] - 1) / 2, (A.shape[1] - 1) / 2
    tot = sum(cg(Ji, Ji - i, K, 1, Jf, Ji - i + 1) * A[int(round(Jf - Ji + i - 1)), i]
              for i in range(A.shape[1]) if abs(Ji - i + 1) <= Jf)
    return tot * (2 * K + 1) / (2 * Jf + 1)

lam = lambda L, S, J: (J * (J + 1) - L * (L + 1) - S * (S + 1)) / 2
lande = lambda L, S, J: 1.5 + (S * (S + 1) - L * (L + 1)) / (2 * J * (J + 1))
print(f"a0 = {a0:.6f} A; 4f level = {e4f:.4f} Ha; -V/T = {virial:.5f}; <r^2> = {r2:.5f} A^2")
for n, L in ((1, 3), (2, 5), (3, 6)):
    S = n / 2; J = L - S; g = lande(L, S, J)
    xi = (7 - 4 * S) / (S * (2 * L - 1) * 45)
    c = 1 - xi * (1.5 * (lam(L, S, J) + lam(L, S, J + 1)) + L * (L + 1))
    C2 = (2 - g - xi * (3 * lam(L, S, J) * (2 - g) - L * (L + 1) * (g - 1))) / g
    I_el = 2 / 3 * g * g * J * (J + 1)
    I_up = ((L + S + 1)**2 - (J + 1)**2) * ((J + 1)**2 - (L - S)**2) / (6 * (J + 1) * (2 * J + 1))
    sh = Shell(n)
    G, U = sh.multiplet(L, S, J), sh.multiplet(L, S, J + 1)
    for Q in (1.0, 5.0, 12.0):
        j, Mp = jK(Q), M_definition(Q)[0]
        up = rank_amplitude(sh.block(Mp, G, U), 1) / rank_amplitude(sh.block(Sp1, G, U), 1)
        el = rank_amplitude(sh.block(Mp, G, G), 1) / rank_amplitude(sh.block(Lp1 + Sp1, G, G), 1)
        assert abs(up - (j[0] - c * j[2])) < 1e-8 and abs(el - g * (j[0] + C2 * j[2])) < 1e-8
        assert abs(up - (j[0] - j[2])) > 0.02 * j[2]
    slopes = []
    for V, I0, formula in ((G, I_el, 1 / 3 - 2 * C2 / 15), (U, I_up, 1 / 3 + 2 * c / 15)):
        s1, s2 = [(1 - sh.intensity(Q, G, V) / I0) / Q**2 for Q in (0.1, 0.2)]
        slopes.append((4 * s1 - s2) / 3)
        assert abs(slopes[-1] / (formula * r2) - 1) < 1e-4
    print(f"f{n}: L={L} S={S} J={J} g={g:.5f} xi={xi:.6f} lam_J={lam(L,S,J):.1f} lam_J+1={lam(L,S,J+1):.1f}")
    print(f"    c={c:.5f} C2={C2:.5f} (2-g)/g={(2-g)/g:.5f} I_el(0)={I_el:.4f} I_up(0)={I_up:.4f}")
print(f"f3 slope -d(I/I0)/dQ^2: J->J {slopes[0]:.5f} A^2, J->J+1 {slopes[1]:.5f} A^2, ratio {slopes[1]/slopes[0]:.3f}")

forbidden = {'4I13/2': (6, 6.5, 4), '4I15/2': (6, 7.5, 4), '4F3/2': (3, 1.5, 4),
             '4G9/2': (4, 4.5, 4), '4D1/2': (2, 0.5, 8)}
state = {k: sh.multiplet(v[0], 1.5, v[1]) for k, v in forbidden.items()}

def by_rank(Q, V):
    return {K: np.sum(sh.block(o, G, V)**2) / G.shape[1] for K, o in M_multipole(Q).items()}

for Q in (3.0, 9.0):
    for V in [G, U] + list(state.values()):
        assert abs(sum(by_rank(Q, V).values()) / sh.intensity(Q, G, V) - 1) < 1e-6
    assert max(by_rank(Q, G)[K] for K in (2, 4, 6)) < 1e-20 and by_rank(Q, U)[2] > 1e-8
    aT = rank_amplitude(sh.block(t_plus, G, state['4G9/2']), 1)
    aM = rank_amplitude(sh.block(M_definition(Q)[0], G, state['4G9/2']), 1)
    assert abs(aT) > 1e-3 and abs(aM + jK(Q)[2] * aT) < 1e-8

# powder average from one arbitrary state of the ground multiplet
X = sum(B.conj().T @ B for B in [sh.block(o, G, U) for o in M_definition(6.0)]) / 2
rng = np.random.default_rng(1)
psi = rng.normal(size=10) + 1j * rng.normal(size=10); psi /= np.linalg.norm(psi)
Jp = G.T @ sh.Jp @ G; Jy = (Jp - Jp.T) / 2j; mJ = 4.5 - np.arange(10)
average = 0.0
for x, wx in zip(*leg.leggauss(10)):
    Ry = expm(-1j * np.arccos(x) * Jy)
    for gam in 2 * pi * np.arange(20) / 20:
        v = Ry @ (np.exp(-1j * gam * mJ) * psi)
        average += wx / 40 * (v.conj() @ X @ v).real
assert abs(average / sh.intensity(6.0, G, U) - 1) < 1e-10 and np.ptp(np.diag(X).real) > 1e-3

table = (2.0, 4.0, 6.0, 8.0, 10.0, 12.0)
print("Q[1/A]  j0  j2  j4  j6")
for Q in table:
    print(f"{Q:5.1f} " + " ".join(f"{jK(Q)[K]:8.4f}" for K in (0, 2, 4, 6)))
print("Q[1/A] (j0+C2j2)^2 exact_el/I0 (j0-j2)^2 (j0-c j2)^2 exact_11/2/I0 rank1_share")
for Q in table:
    j, ex = jK(Q), sh.intensity(Q, G, U) / I_up
    print(f"{Q:5.1f} {(j[0]+C2*j[2])**2:8.4f} {sh.intensity(Q,G,G)/I_el:8.4f} {(j[0]-j[2])**2:8.4f}"
          f" {(j[0]-c*j[2])**2:8.4f} {ex:8.4f} {(j[0]-c*j[2])**2/ex:8.4f}")
for Q in (2.0, 4.0):
    assert sh.intensity(Q, G, U) / I_up < (jK(Q)[0] + C2 * jK(Q)[2])**2
print("Q[1/A] I(Q), dimensionless, to " + " ".join(state))
for Q in table:
    print(f"{Q:5.1f} " + " ".join(f"{sh.intensity(Q, G, V):9.5f}" for V in state.values()))

grid = [0.5 * k for k in range(1, 49)]
half = []
for V, I0 in ((G, I_el), (U, I_up)):
    k = next(i for i, Q in enumerate(grid) if sh.intensity(Q, G, V) < I0 / 2)
    half.append(brentq(lambda Q: sh.intensity(Q, G, V) - I0 / 2, grid[k - 1], grid[k], xtol=1e-5))
assert half[1] < half[0]
print(f"half intensity at Q: J->J {half[0]:.2f} 1/A, J->J+1 {half[1]:.2f} 1/A")
node = brentq(lambda Q: jK(Q)[0] - c * jK(Q)[2], 1.0, 14.0)
node1 = brentq(lambda Q: jK(Q)[0] - jK(Q)[2], 1.0, 14.0)
print(f"node of j0-c j2: {node:.2f} 1/A (c=1: {node1:.2f} 1/A); exact I/I0 there {sh.intensity(node,G,U)/I_up:.4f}")
print("  rank 2..7 parts of I/I0 there: " + " ".join(f"{by_rank(node,U)[K]/I_up:.4f}" for K in range(2, 8)))
exponent = lambda Vi, Vf: log(sh.intensity(0.16, Vi, Vf) / sh.intensity(0.08, Vi, Vf)) / log(2)
for name, V in state.items():
    p = exponent(G, V)
    assert abs(p - forbidden[name][2]) < 0.03
    k = int(np.argmax([sh.intensity(Q, G, V) for Q in grid]))
    assert 2 < k < len(grid) - 1
    res = minimize_scalar(lambda Q: -sh.intensity(float(Q), G, V), bounds=(grid[k - 1], grid[k + 1]),
                          method='bounded', options={'xatol': 1e-3})
    print(f"{name}: small-Q power {p:.3f}, peak at {res.x:.2f} 1/A, peak I = {-res.fun:.5f}")
for K in (2, 4):
    res = minimize_scalar(lambda Q: -jK(float(Q))[K], bounds=(2, 22), method='bounded')
    print(f"j{K} peaks at {res.x:.2f} 1/A with value {-res.fun:.4f}")

# mixing of 4I9/2 with the 2H9/2 combination that spin-orbit coupling reaches
ls = np.kron(lz, sz) + (np.kron(lp, sm) + np.kron(lp.T, sp)) / 2
H2 = sh.null([(sh.L2, 30.0), (sh.S2, 0.75)])
partner = H2 @ (H2.T @ (sh.op(ls) @ G)); partner /= np.linalg.norm(partner, axis=0)
sin_t = 0.2; cos_t = sqrt(1 - sin_t**2); gH = lande(5, 0.5, 4.5)
low, high = cos_t * G + sin_t * partner, cos_t * partner - sin_t * G
I_mix = 2 / 3 * J * (J + 1) * (g - gH)**2 * (sin_t * cos_t)**2
assert abs(sh.intensity(0.01, low, high) / I_mix - 1) < 1e-3
assert abs(exponent(G, partner) - 4) < 0.03 and abs(exponent(low, state['4I13/2']) - 4) < 0.03
print(f"mixing sin(theta)={sin_t}: g(2H9/2)={gH:.5f}, I(0)={I_mix:.5f}; unmixed power {exponent(G,partner):.3f}")

gamma = abs(const.physical_constants['neutron mag. mom. to nuclear magneton ratio'][0])
unit = (gamma * const.physical_constants['classical electron radius'][0] / 2)**2 * 1e31
wavenumber = lambda E: sqrt(2 * const.m_n * E * 1e-3 * const.e) / const.hbar * 1e-10
Ei, dE = 600.0, 250.0
ki, kf = wavenumber(Ei), wavenumber(Ei - dE)
Qm = ki - kf; j = jK(Qm); pre = unit * kf / ki
exact, naive = pre * sh.intensity(Qm, G, U), pre * I_up * (j[0] + C2 * j[2])**2
print(f"(gamma r0/2)^2 = {unit:.3f} mb; Ei = {Ei:.0f} meV, transfer (rough) = {dE:.0f} meV")
print(f"ki = {ki:.3f}, kf = {kf:.3f}, Qmin = {Qm:.3f} 1/A; kf/ki = {kf/ki:.4f}")
print(f"at Qmin: j0 = {j[0]:.4f}, j2 = {j[2]:.4f}, exact I(11/2) = {sh.intensity(Qm,G,U):.4f}")
print(f"dsigma/dOmega [mb/sr]: exact {exact:.2f}, elastic form factor {naive:.2f} (ratio {naive/exact:.2f})")
print(f"   j0-j2 {pre*I_up*(j[0]-j[2])**2:.2f}, j0-c j2 {pre*I_up*(j[0]-c*j[2])**2:.2f} mb/sr")
print("OK")
```

Printed output:

```
a0 = 0.529177 A; 4f level = -1.2106 Ha; -V/T = 2.00000; <r^2> = 0.30824 A^2
f1: L=3 S=0.5 J=2.5 g=0.85714 xi=0.044444 lam_J=-2.0 lam_J+1=1.5
    c=0.50000 C2=1.60000 (2-g)/g=1.33333 I_el(0)=4.2857 I_up(0)=0.3810
f2: L=5 S=1.0 J=4.0 g=0.80000 xi=0.007407 lam_J=-6.0 lam_J+1=-1.0
    c=0.85556 C2=1.64444 (2-g)/g=1.50000 I_el(0)=8.5333 I_up(0)=0.8000
f3: L=6 S=1.5 J=4.5 g=0.72727 xi=0.001347 lam_J=-10.5 lam_J+1=-5.0
    c=0.97475 C2=1.80303 (2-g)/g=1.75000 I_el(0)=8.7273 I_up(0)=1.2727
f3 slope -d(I/I0)/dQ^2: J->J 0.02864 A^2, J->J+1 0.14281 A^2, ratio 4.985
Q[1/A]  j0  j2  j4  j6
  2.0   0.8214   0.0672   0.0030   0.0001
  4.0   0.4901   0.1631   0.0255   0.0034
  6.0   0.2343   0.1954   0.0588   0.0143
  8.0   0.0885   0.1775   0.0829   0.0293
 10.0   0.0181   0.1406   0.0925   0.0426
 12.0  -0.0107   0.1027   0.0907   0.0514
Q[1/A] (j0+C2j2)^2 exact_el/I0 (j0-j2)^2 (j0-c j2)^2 exact_11/2/I0 rank1_share
  2.0   0.8883   0.8886   0.5688   0.5714   0.5726   0.9979
  4.0   0.6149   0.6173   0.1069   0.1096   0.1177   0.9311
  6.0   0.3441   0.3489   0.0015   0.0019   0.0166   0.1159
  8.0   0.1670   0.1726   0.0079   0.0071   0.0240   0.2983
 10.0   0.0738   0.0789   0.0150   0.0142   0.0302   0.4694
 12.0   0.0305   0.0347   0.0129   0.0123   0.0263   0.4670
Q[1/A] I(Q), dimensionless, to 4I13/2 4I15/2 4F3/2 4G9/2 4D1/2
  2.0   0.00016   0.00000   0.00324   0.00033   0.00000
  4.0   0.00111   0.00003   0.02506   0.00208   0.00022
  6.0   0.00239   0.00015   0.04896   0.00371   0.00126
  8.0   0.00397   0.00049   0.05500   0.00443   0.00263
 10.0   0.00568   0.00097   0.04693   0.00448   0.00345
 12.0   0.00695   0.00137   0.03436   0.00408   0.00349
half intensity at Q: J->J 4.81 1/A, J->J+1 2.24 1/A
node of j0-c j2: 6.49 1/A (c=1: 6.43 1/A); exact I/I0 there 0.0156
  rank 2..7 parts of I/I0 there: 0.0012 0.0123 0.0003 0.0014 0.0002 0.0001
4I13/2: small-Q power 3.997, peak at 14.11 1/A, peak I = 0.00741
4I15/2: small-Q power 3.997, peak at 15.00 1/A, peak I = 0.00161
4F3/2: small-Q power 3.998, peak at 7.65 1/A, peak I = 0.05524
4G9/2: small-Q power 3.997, peak at 9.11 1/A, peak I = 0.00452
4D1/2: small-Q power 7.996, peak at 11.10 1/A, peak I = 0.00356
j2 peaks at 6.06 1/A with value 0.1954
j4 peaks at 10.57 1/A with value 0.0929
mixing sin(theta)=0.2: g(2H9/2)=0.90909, I(0)=0.02095; unmixed power 3.997
(gamma r0/2)^2 = 72.653 mb; Ei = 600 meV, transfer (rough) = 250 meV
ki = 17.016, kf = 12.996, Qmin = 4.020 1/A; kf/ki = 0.7638
at Qmin: j0 = 0.4870, j2 = 0.1638, exact I(11/2) = 0.1468
dsigma/dOmega [mb/sr]: exact 8.15, elastic form factor 43.21 (ratio 5.30)
   j0-j2 7.38, j0-c j2 7.57 mb/sr
OK
```
